# Molecular X-Ray Scattering Factors from Hermite Gaussians, Checked on Water, part 1

(Sections cited here and not found follow in the second part.)

## First half: the transform of a two-centre Gaussian product

### Result

Let two primitive Cartesian Gaussians be centred at $\mathbf A$ and $\mathbf B$,

$$g_a(\mathbf r)=\prod_{k=x,y,z}(r_k-A_k)^{i_k}\,e^{-a|\mathbf r-\mathbf A|^2},\qquad g_b(\mathbf r)=\prod_{k}(r_k-B_k)^{j_k}\,e^{-b|\mathbf r-\mathbf B|^2},$$

with $a,b>0$ and non-negative integer powers. Define

$$p=a+b,\qquad \mathbf P=\frac{a\mathbf A+b\mathbf B}{p}.$$

The Fourier transform of their product is

$$T_{ab}(\mathbf q)=\int g_a g_b\,e^{i\mathbf q\cdot\mathbf r}\,d^3r=\left(\frac{\pi}{p}\right)^{3/2}e^{-q^2/4p}\,e^{i\mathbf q\cdot\mathbf P}\prod_k\sum_{t=0}^{i_k+j_k}E_t^{i_kj_k}(iq_k)^t. \tag{1}$$

The real numbers $E_t^{ij}$ do not depend on $\mathbf q$. They follow from a short recurrence, derived below. If the electron density is given by real orbitals $\phi_\mu$ and a density matrix $D_{\mu\nu}$, the molecular scattering factor is

$$F(\mathbf q)=\int\rho(\mathbf r)e^{i\mathbf q\cdot\mathbf r}d^3r=\sum_{\mu\nu}D_{\mu\nu}T_{\mu\nu}(\mathbf q), \tag{2}$$

where $T_{\mu\nu}$ is the sum of primitive transforms (1) weighted with the orbital coefficients. For the given orbitals and density matrix this is a finite sum with no quadrature.

### What is scattered, and the conventions

Atomic units are used: lengths in bohr, $q$ in bohr$^{-1}$, $F$ in electrons. The density $\rho$ is the positive number density of electrons.

An incoming plane wave $e^{i\mathbf k\cdot\mathbf r}$ is scattered into a direction $\mathbf k'$. In the first Born approximation each volume element scatters the unperturbed incoming wave. Its contribution carries the phase $e^{i(\mathbf k-\mathbf k')\cdot\mathbf r}$, so $\mathbf q=\mathbf k-\mathbf k'$ in the convention of equation (2). The opposite sign of $\mathbf q$ would replace $F$ by its complex conjugate and leave the intensity unchanged.

For elastic scattering $|\mathbf k|=|\mathbf k'|=2\pi/\lambda$. If the angle between the two wave vectors is $2\theta$, they form an isosceles triangle with base

$$q=2\,\frac{2\pi}{\lambda}\sin\theta=\frac{4\pi\sin\theta}{\lambda}. \tag{3}$$

The identification of $F$ with the X-ray amplitude, measured in units of the amplitude of one free electron, further assumes that the photon energy lies well above the absorption edges (electron binding energies) of the atoms; near or below an edge the electrons of that shell do not scatter like free electrons. The nuclei are held fixed. These are assumptions about the experiment; equations (1) and (2) are mathematical statements about a given density.

### The product has one Gaussian centre

The exponential and the powers factorize over $x$, $y$ and $z$, so one direction suffices. Write $A$, $B$, $P$ for the components along it. Expanding the exponent gives

$$a(x-A)^2+b(x-B)^2=px^2-2(aA+bB)x+aA^2+bB^2.$$

Since $aA+bB=pP$, the first two terms equal $p(x-P)^2-pP^2$. The remaining constant is

$$aA^2+bB^2-pP^2=\frac{(a+b)(aA^2+bB^2)-(aA+bB)^2}{p}.$$

In the numerator $a^2A^2$ and $b^2B^2$ cancel, leaving $ab(A^2+B^2-2AB)$. Therefore

$$e^{-a(x-A)^2}e^{-b(x-B)^2}=K\,e^{-p(x-P)^2},\qquad K=\exp\!\left[-\frac{ab}{p}(A-B)^2\right]. \tag{4}$$

The new centre lies between $A$ and $B$, nearer to the centre of the sharper function. The factor $K$ makes the product small when the centres are far apart on the scale $\sqrt{p/ab}$.

The powers $(x-A)^i(x-B)^j$ still refer to the old centres. They could be expanded in powers of $x-P$, but another polynomial basis has a simpler Fourier transform.

### Hermite Gaussians

Define

$$\Lambda_t(x)=\frac{\partial^t}{\partial P^t}\,e^{-p(x-P)^2}. \tag{5}$$

The derivative acts at fixed $x$ and $p$. To see the polynomial it produces, set $u=\sqrt p\,(x-P)$. Then $\partial/\partial P=-\sqrt p\,d/du$, and

$$\Lambda_t=p^{t/2}(-1)^t\frac{d^t}{du^t}e^{-u^2}=p^{t/2}H_t(u)e^{-u^2}, \tag{6}$$

by the Rodrigues formula for the Hermite polynomials $H_t$. Thus $\Lambda_t$ is a polynomial of degree $t$ times the common Gaussian. The functions $\Lambda_0,\dots,\Lambda_n$ span all polynomials of degree at most $n$ times that Gaussian, and they are linearly independent because their degrees differ. Consequently there is a unique expansion

$$(x-A)^i(x-B)^j e^{-a(x-A)^2-b(x-B)^2}=\sum_{t=0}^{i+j}E_t^{ij}\Lambda_t(x). \tag{7}$$

The coefficients depend on $a$, $b$, $A$ and $B$. When we later differentiate with respect to $P$, the derivative is the one in definition (5) and does not act on these coefficients.

### The recurrence for the coefficients

We need the effect of multiplying $\Lambda_t$ by $x-P$. The first derivative of the Gaussian is

$$\frac{\partial}{\partial P}e^{-p(x-P)^2}=2p(x-P)e^{-p(x-P)^2}.$$

Apply $t$ further derivatives. In the Leibniz rule the factor $x-P$ can be differentiated once, giving $-1$; its second derivative vanishes. There are $t$ ways to choose that derivative, so

$$\Lambda_{t+1}=2p\left[(x-P)\Lambda_t-t\Lambda_{t-1}\right].$$

Solving for the product,

$$(x-P)\Lambda_t=\frac{1}{2p}\Lambda_{t+1}+t\Lambda_{t-1}. \tag{8}$$

Now raise the power $i$ by one. Multiply equation (7) by $x-A=(x-P)+(P-A)$ and use (8):

$$\sum_tE_t^{i+1,j}\Lambda_t=\sum_tE_t^{ij}\left[\frac{\Lambda_{t+1}}{2p}+t\Lambda_{t-1}+(P-A)\Lambda_t\right].$$

We collect the coefficient of one particular $\Lambda_t$. The first term supplies it from index $t-1$. The second supplies it from index $t+1$, with the factor $t+1$. The third supplies it from the same index. Linear independence gives

$$E_t^{i+1,j}=\frac{1}{2p}E_{t-1}^{ij}+(P-A)E_t^{ij}+(t+1)E_{t+1}^{ij}. \tag{9}$$

Multiplication by $x-B=(x-P)+(P-B)$ gives in the same way

$$E_t^{i,j+1}=\frac{1}{2p}E_{t-1}^{ij}+(P-B)E_t^{ij}+(t+1)E_{t+1}^{ij}. \tag{10}$$

Coefficients with $t<0$ or $t>i+j$ are zero. The start is equation (4), which says $E_0^{00}=K$. In three dimensions the three factors $K$ multiply to $\exp[-(ab/p)|\mathbf A-\mathbf B|^2]$, so this factor must not be inserted a second time in equation (1).

### The Fourier transform

Begin with $t=0$. Put $x=P+v$:

$$\int_{-\infty}^{\infty}e^{-p(x-P)^2+iqx}dx=e^{iqP}\int_{-\infty}^{\infty}e^{-pv^2+iqv}dv.$$

Completing the square gives

$$-pv^2+iqv=-p\left(v-\frac{iq}{2p}\right)^2-\frac{q^2}{4p}.$$

The shifted contour can be moved back to the real axis: the Gaussian is analytic everywhere, and its contribution on the vertical ends of the contour tends to zero. The remaining integral is $\sqrt{\pi/p}$. Hence

$$\int\Lambda_0e^{iqx}dx=\sqrt{\frac{\pi}{p}}\,e^{-q^2/4p}e^{iqP}. \tag{11}$$

For $t>0$ we move the $P$ derivatives outside the integral. This is allowed because, for $P$ in any bounded interval, each derivative is bounded by an integrable polynomial times a Gaussian. On the right of (11), $P$ appears in the phase alone, so each derivative gives $iq$:

$$\int\Lambda_te^{iqx}dx=(iq)^t\sqrt{\frac{\pi}{p}}\,e^{-q^2/4p}e^{iqP}. \tag{12}$$

This is the reason for choosing Hermite Gaussians: a polynomial in position becomes a list of powers of $iq$ with a common prefactor. Inserting (7), using (12), and multiplying the three directions proves equation (1).

### Special cases

For two $s$ functions every sum in (1) reduces to $E_0^{00}$:

$$T_{ss}=\left(\frac{\pi}{p}\right)^{3/2}e^{-ab|\mathbf A-\mathbf B|^2/p}\,e^{-q^2/4p}e^{i\mathbf q\cdot\mathbf P}.$$

The phase belongs to the position $\mathbf P$ of the overlap charge, which in general is at neither nucleus.

For a function with $i=1$ and another with $j=0$, equation (9) gives $E_0^{10}=(P-A)K$ and $E_1^{10}=K/2p$. The polynomial factor is therefore

$$K\left[(P-A)+\frac{iq}{2p}\right].$$

If the two functions share a centre, $P=A$ and $K=1$, and the factor is purely imaginary apart from the phase $e^{iqA}$. An $s$–$p$ product is odd about its centre. It carries no net charge but has a dipole, so its transform starts linearly in $q$.

For $i=j=1$ on one centre, one step of (10) gives $E_0^{11}=1/2p$, $E_1^{11}=0$ and $E_2^{11}=1/4p^2$. The factor becomes

$$\frac{1}{2p}-\frac{q^2}{4p^2}.$$

It changes sign at $q^2=2p$ even though the product $(x-A)^2e^{-p(x-A)^2}$ is nowhere negative. A negative Fourier amplitude is thus no sign of a negative density.

### A pair worked by hand

Take one direction with $i=2$, $j=1$, $a=1.2$ and $b=0.7$ bohr$^{-2}$, $A=0$, $B=1.5$ bohr. Then

$$p=1.9,\qquad P=\frac{1.2\times0+0.7\times1.5}{1.9}=0.55263,$$

in the units just given. The shifts are $P-A=0.55263$ and $P-B=-0.94737$ bohr, and $1/2p=0.26316$ bohr$^2$. The starting value is

$$K=\exp\left[-\frac{1.2\times0.7}{1.9}(1.5)^2\right]=e^{-0.99474}=0.36982.$$

The results below are computed from unrounded values, so the last digit can differ by one from what the displayed factors give. Raising $i$ from 0 to 1 gives

$$E_0^{10}=0.55263K=0.20437,\qquad E_1^{10}=0.26316K=0.09732.$$

Raising it again gives

$$\begin{aligned}
E_0^{20}&=0.55263(0.20437)+0.09732=0.21027,\\
E_1^{20}&=0.26316(0.20437)+0.55263(0.09732)=0.10757,\\
E_2^{20}&=0.26316(0.09732)=0.02561.
\end{aligned}$$

The last step raises $j$ and uses $P-B$:

$$\begin{aligned}
E_0^{21}&=-0.94737(0.21027)+0.10757=-0.0916,\\
E_1^{21}&=0.26316(0.21027)-0.94737(0.10757)+2(0.02561)=0.00465,\\
E_2^{21}&=0.26316(0.10757)-0.94737(0.02561)=0.00404,\\
E_3^{21}&=0.26316(0.02561)=0.00674.
\end{aligned}$$

The unit of $E_t^{21}$ is bohr$^{3+t}$: the product has three powers of length and $\Lambda_t$ has $-t$.

At $q=1.3$ bohr$^{-1}$ the polynomial is

$$E_0+iqE_1-q^2E_2-iq^3E_3=-0.0985-0.0088i.$$

The signs come from $i^2=-1$ and $i^3=-i$. The Gaussian prefactor is $\sqrt{\pi/1.9}\,e^{-1.69/7.6}=1.0295$, and the phase angle is $qP=0.7184$, so

$$T=1.0295\,(0.7528+0.6582i)(-0.0985-0.0088i)=-0.0704-0.0735i\ \text{bohr}^4.$$

Direct quadrature of the original product gives $-0.07038009-0.07351304i$ bohr$^4$, in agreement with the unrounded formula in every printed digit. The numerical check also compares the expansion (7) point by point with the product and each transform (12) with quadrature.

## Second half: from a density matrix to the scattering factors of water

### Symbols and results carried over

For a primitive pair with exponents $a,b$ and centres $\mathbf A,\mathbf B$, we have $p=a+b$ and $\mathbf P=(a\mathbf A+b\mathbf B)/p$. Its transform, with the convention $e^{+i\mathbf q\cdot\mathbf r}$, is

$$T_{ab}(\mathbf q)=\left(\frac{\pi}{p}\right)^{3/2}e^{-q^2/4p+i\mathbf q\cdot\mathbf P}\prod_k\sum_tE_t^{i_kj_k}(iq_k)^t.$$

The $E_t$ are the real Hermite expansion coefficients from recurrences (9) and (10). The density is $\rho$, its transform is $F$, and $q=4\pi\sin\theta/\lambda$. Atomic units are used unless stated otherwise.

### Contracting the primitives

A real molecular basis function is a fixed sum of primitives, $\phi_\mu=\sum_ac_{\mu a}g_a$, with normalization factors included in $c_{\mu a}$. The density is

$$\rho(\mathbf r)=\sum_{\mu\nu}D_{\mu\nu}\phi_\mu(\mathbf r)\phi_\nu(\mathbf r).$$

Here $D$ is real, symmetric and summed over spin. For a closed-shell Hartree–Fock state $D_{\mu\nu}=2\sum_m C_{\mu m}C_{\nu m}$, where $m$ runs over the occupied orbitals and $C$ holds their coefficients. The derivation does not use this form, so a correlated one-electron density matrix may be inserted as well. Inserting both sums into the Fourier integral gives

$$F(\mathbf q)=\sum_{\mu\nu}D_{\mu\nu}T_{\mu\nu}(\mathbf q),\qquad T_{\mu\nu}=\sum_{ab}c_{\mu a}c_{\nu b}T_{ab}. \tag{13}$$

Spherical $d$ functions are linear combinations of Cartesian ones; the same linear combinations are then taken in both indices of $T$.

Because the orbitals are real, $T_{\mu\nu}=T_{\nu\mu}$ and $T_{\mu\nu}(-\mathbf q)=T_{\mu\nu}(\mathbf q)^*$. The matrix is complex symmetric, in general not Hermitian. For the density this implies $F(-\mathbf q)=F(\mathbf q)^*$. Moving the whole molecule by $\mathbf u$ replaces $\rho(\mathbf r)$ by $\rho(\mathbf r-\mathbf u)$ and multiplies $F$ by $e^{i\mathbf q\cdot\mathbf u}$. Phases therefore depend on the origin; $|F|$ does not.

Complete knowledge of $F$ determines $\rho$ by the inverse transform, but it need not determine $D$. If an $s$, a $p_x$ and a $d_{xx}$ function on one centre share one exponent, the products $s\,d_{xx}$ and $p_xp_x$ are proportional. Charge can then be moved between these entries of $D$ without changing $\rho$.

We now have the Fourier transform of any two-centre Gaussian product in closed form, and with it the scattering factor of a molecule as a finite sum over a given density matrix. What remains is to relate this scattering factor to the moments and Coulomb energy of the density, to compare water with superposed free atoms, and to see where a Gaussian basis fails.
